# Spin-orbit splitting of a p level and the germanium split-off gap: a program that tests the result

```python
"""
Result under test: for H_so = V_so(r) L.S a p level splits by
    Delta = E(j=3/2) - E(j=1/2) = (3/2) hbar^2 <V_so>,
and a crystal orbital whose core part is sqrt(lam) times the atomic one
has a splitting lam * Delta.
Symbols: u = r R(r), radial function with integral u^2 dr = 1;
V = potential energy; V_so = (dV/dr) / (2 m^2 c^2 r);
lam = renormalization factor; a = cubic lattice constant of germanium.
Internally lengths are in bohr and energies in hartree.
The germanium atom is treated in non-relativistic spherical LDA.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import make_interp_spline
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_legendre, roots_jacobi
from pyscf.dft import libxc

HARTREE_J = const.physical_constants["Hartree energy"][0]
HARTREE_EV = HARTREE_J / const.e
BOHR_ANG = const.physical_constants["Bohr radius"][0] * 1e10
ALPHA = const.fine_structure
C_LIGHT = 1.0 / ALPHA
Z = 32
GAP_GIVEN = 0.29        # eV, split-off gap given in the problem
A_ROUGH = 5.7           # angstrom, rough lattice constant
CORE_RADIUS = 0.5       # bohr


class Grid:
    """Gauss-Lobatto points mapped to 0..r_out, dense near the nucleus."""

    def __init__(self, r_out, n):
        x = np.concatenate(([-1.0], roots_jacobi(n - 1, 1, 1)[0], [1.0]))
        p = eval_legendre(n, x)
        gap = x[:, None] - x[None, :]
        np.fill_diagonal(gap, 1.0)
        d = p[:, None] / (p[None, :] * gap)
        np.fill_diagonal(d, 0.0)
        d[0, 0], d[-1, -1] = -n * (n + 1) / 4, n * (n + 1) / 4
        s = 1 + 2 / r_out
        self.r = (1 + x) / (s - x)
        jac = (s + 1) / (s - x) ** 2
        self.w = 2 / (n * (n + 1) * p**2) * jac
        self.d = d / jac[:, None]
        self.k = self.d.T @ (self.w[:, None] * self.d)


def radial_states(grid, rv, l, count, flat=False):
    """Lowest states for r*V = rv; node at r_out, or dR/dr = 0 if flat."""
    stop = len(grid.r) if flat else len(grid.r) - 1
    r, w = grid.r[1:stop], grid.w[1:stop]
    h = 0.5 * grid.k[1:stop, 1:stop] / np.sqrt(np.outer(w, w))
    h[np.diag_indices_from(h)] += rv[1:stop] / r + l * (l + 1) / (2 * r**2)
    if flat:
        h[-1, -1] -= 1 / (2 * r[-1] * w[-1])
    energy, vec = eigh(h, subset_by_index=[0, count - 1])
    u = np.zeros((len(grid.r), count))
    u[1:stop] = vec / np.sqrt(w)[:, None]
    return energy, u


def so_density(grid, u, rv_spline):
    """Integrand of hbar^2 <V_so> in hartree per bohr."""
    r = grid.r[1:]
    dv = (rv_spline(r, 1) - rv_spline(r) / r) / r
    out = np.zeros_like(grid.r)
    out[1:] = 0.5 * ALPHA**2 * u[1:] ** 2 * dv / r
    return out


# Angular part: Cartesian p orbitals times spin, in units of hbar
eps = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[i, j, k], eps[i, k, j] = 1, -1
orb = [-1j * eps[k] for k in range(3)]
spin = [np.array(m) / 2 for m in
        ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]
ls = sum(np.kron(a, b) for a, b in zip(orb, spin))
ls_values = np.linalg.eigvalsh(ls)
assert np.allclose(ls_values, [-1, -1, 0.5, 0.5, 0.5, 0.5], atol=1e-12)

# j-dependent potentials rewritten as average plus L.S term
j_vec = [np.kron(a, np.eye(2)) + np.kron(np.eye(3), b)
         for a, b in zip(orb, spin)]
j2_values, j2_states = np.linalg.eigh(sum(m @ m for m in j_vec))
v_three, v_one = -1.3, -1.9
v_of_j = np.where(j2_values > 2, v_three, v_one)
projected = (j2_states * v_of_j) @ j2_states.conj().T
v_mean = (2 * v_three + v_one) / 3
v_spin = 2 * (v_three - v_one) / 3
assert np.allclose(projected, v_mean * np.eye(6) + v_spin * ls, atol=1e-12)

# Hydrogen 2p: first order against exact Dirac energies
grid = Grid(25.0, 120)
r = grid.r
rv_h = -np.ones_like(r)
u_h = radial_states(grid, rv_h, 1, 1)[1][:, 0]
h_first = 1.5 * grid.w @ so_density(grid, u_h, make_interp_spline(r, rv_h, k=5))


def dirac_hydrogen(n, k):
    g = np.sqrt(k**2 - ALPHA**2)
    return C_LIGHT**2 * (1 / np.sqrt(1 + (ALPHA / (n - k + g)) ** 2) - 1)


h_exact = dirac_hydrogen(2, 2) - dirac_hydrogen(2, 1)
assert abs(h_first / h_exact - 1) < 3e-4

# Self-consistent germanium atom
shells = {0: [2, 2, 2, 2], 1: [6, 6, 2], 2: [10]}
rv = -(1 + (Z - 1) / (1 + 0.5 * r * Z ** (1 / 3) / 0.8853) ** 2)
old = np.zeros(8)
converged = False
for cycle in range(300):
    levels, p = [], np.zeros_like(r)
    for l, occ in shells.items():
        e, u = radial_states(grid, rv, l, len(occ))
        levels.extend(e)
        p += u**2 @ np.array(occ, float)
        if l == 1:
            e_4p, u_4p = e[2], u[:, 2]
    levels = np.array(levels)
    if np.max(abs(levels - old)) < 1e-7:
        converged = True
        break
    old = levels
    hart = np.zeros_like(r)
    hart[-1] = Z
    rhs = grid.w[1:-1] * p[1:-1] / r[1:-1] - grid.k[1:-1, -1] * Z
    hart[1:-1] = np.linalg.solve(grid.k[1:-1, 1:-1], rhs)
    density = p[1:] / (4 * np.pi * r[1:] ** 2)
    vxc = np.ravel(libxc.eval_xc("LDA,VWN", density, spin=0, deriv=1)[1][0])
    new = -Z + hart
    new[1:] += r[1:] * vxc
    rv = 0.7 * rv + 0.3 * new
assert converged
assert abs(grid.w @ p - Z) < 1e-7
# Electrostatic potential at the nucleus: Poisson solution against integral
coulomb_sum = np.sum(grid.w[1:] * p[1:] / r[1:])
assert abs((grid.d[0] @ hart) / coulomb_sum - 1) < 1e-5

rv_spline = make_interp_spline(r, rv, k=5)
so_atom = so_density(grid, u_4p, rv_spline)
zeta = grid.w @ so_atom
delta_atom = 1.5 * zeta
core_share = make_interp_spline(r, so_atom, k=5).integrate(0, CORE_RADIUS) / zeta
assert core_share > 0.9


def dirac_level(kappa, c):
    """4p eigenvalue of the radial Dirac equation, rest energy removed."""
    gamma = np.sqrt(kappa**2 - (Z / c) ** 2)

    def mismatch(e):
        def slope(t, y):
            rad = np.exp(t)
            q = (e * rad - float(rv_spline(rad))) / c
            return [-kappa * y[0] + (2 * c * rad + q) * y[1],
                    kappa * y[1] - q * y[0]]

        ends = []
        for start, ratio in ((1e-6, c * (gamma + kappa) / Z),
                             (20.0, -np.sqrt(-2 * e) / (2 * c))):
            sol = solve_ivp(slope, (np.log(start), np.log(2.5)), [1.0, ratio],
                            method="DOP853", rtol=1e-9, atol=1e-11)
            g, f = sol.y[0, -1], c * sol.y[1, -1]
            ends.append(np.array([g, f]) / np.hypot(g, f))
        return ends[0][0] * ends[1][1] - ends[1][0] * ends[0][1]

    return brentq(mismatch, e_4p - 0.06, e_4p + 0.05, xtol=1e-10)


# First-order splitting against Dirac eigenvalues in the same potential
delta_dirac = dirac_level(-2, C_LIGHT) - dirac_level(1, C_LIGHT)
delta_weak = dirac_level(-2, 4 * C_LIGHT) - dirac_level(1, 4 * C_LIGHT)
ratio_true = delta_dirac / delta_atom
ratio_weak = delta_weak / (delta_atom / 16)
assert abs(ratio_true - 1) < 0.15
assert abs(ratio_weak - 1) < 0.01

# Two-atom crystal at Gamma, p orbitals coupled along tetrahedral bonds
bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
v_sigma, v_pi = 3.0, -1.0
hop = sum(v_pi * np.eye(3) + (v_sigma - v_pi) * np.outer(b, b) for b in bonds)
assert np.allclose(hop, 4 / 3 * (v_sigma + 2 * v_pi) * np.eye(3))
zeta_ev = zeta * HARTREE_EV
h_gamma = (np.kron([[0, 1], [1, 0]], np.kron(hop, np.eye(2)))
           + np.kron(np.eye(2), zeta_ev * ls))
bonding = np.linalg.eigvalsh(h_gamma)[:6]
assert np.ptp(bonding[:2]) < 1e-10 and np.ptp(bonding[2:]) < 1e-10
assert abs(bonding[2] - bonding[1] - delta_atom * HARTREE_EV) < 1e-10

# Renormalization in the sphere of one atomic volume
charge = make_interp_spline(r, u_4p**2, k=5)
delta_ev = delta_atom * HARTREE_EV
lam_needed = GAP_GIVEN / delta_ev


def cell_radius(a):
    return a / BOHR_ANG * (3 / (32 * np.pi)) ** (1 / 3)


cut = {}
for a in (A_ROUGH - 0.1, A_ROUGH, A_ROUGH + 0.1):
    inside = charge.integrate(0, cell_radius(a))
    cut[a] = (inside, 1 / inside)
lam_cut = cut[A_ROUGH][1]
assert abs(lam_cut * delta_ev - GAP_GIVEN) < abs(delta_ev - GAP_GIVEN)

radius = cell_radius(A_ROUGH)
cell = Grid(radius, 80)
cell_results = {}
for name, flat in (("zero slope", True), ("node", False)):
    e, u = radial_states(cell, rv_spline(cell.r), 1, 3, flat)
    u = u[:, 2]
    lam = cell.w @ so_density(cell, u, rv_spline) / zeta
    core = (make_interp_spline(cell.r, u**2, k=5).integrate(0, CORE_RADIUS)
            / charge.integrate(0, CORE_RADIUS))
    # Rigid core shape: the two ratios are found from different integrals
    assert abs(lam / core - 1) < 0.03
    cell_results[name] = (e[2] * HARTREE_EV, lam, core)

print("L.S eigenvalues (hbar^2):", np.round(ls_values, 6))
print(f"hydrogen 2p splitting, first order: {h_first*HARTREE_EV*1e6:.3f} micro-eV")
print(f"hydrogen 2p splitting, exact Dirac: {h_exact*HARTREE_EV*1e6:.3f} micro-eV")
print("Ge atom: non-relativistic spherical LDA (Slater + VWN)")
print(f"nuclear charge number Z: {Z}")
print(f"SCF cycles: {cycle + 1}")
print(f"4p eigenvalue: {e_4p*HARTREE_EV:.3f} eV")
print(f"<V_so> in SI: {zeta*HARTREE_J/const.hbar**2:.4e} J^-1 s^-2")
print(f"hbar^2 <V_so>: {zeta_ev:.4f} eV")
print(f"shift of j=3/2: {0.5*zeta_ev:+.4f} eV")
print(f"shift of j=1/2: {-zeta_ev:+.4f} eV")
print(f"atomic splitting, first order: {delta_ev:.4f} eV")
print(f"atomic splitting, first order: {delta_atom*HARTREE_J:.4e} J")
print(f"atomic splitting, Dirac: {delta_dirac*HARTREE_EV:.4f} eV")
print(f"Dirac / first order, true c: {ratio_true:.4f}")
print(f"Dirac / first order, 4 times c: {ratio_weak:.4f}")
print(f"core radius used for shares: {CORE_RADIUS:.2f} bohr")
print(f"share of <V_so> inside core radius: {core_share:.4f}")
print(f"share of 4p charge inside core radius: {charge.integrate(0, CORE_RADIUS):.4f}")
print(f"Gamma model, V_sigma and V_pi: {v_sigma:.1f}, {v_pi:.1f} eV")
print(f"Gamma model, bonding splitting: {bonding[2]-bonding[1]:.4f} eV")
print(f"given split-off gap: {GAP_GIVEN:.2f} eV")
print(f"factor needed, first-order atom: {lam_needed:.3f}")
print(f"factor needed, Dirac atom: {GAP_GIVEN/(delta_dirac*HARTREE_EV):.3f}")
print(f"amplitude factor needed, first-order atom: {np.sqrt(lam_needed):.3f}")
print(f"rough lattice constant: {A_ROUGH:.1f} angstrom")
print(f"atomic-volume sphere radius: {radius*BOHR_ANG:.3f} angstrom")
for a, (inside, lam) in cut.items():
    print(f"cut orbital, a = {a:.1f} angstrom: charge inside {inside:.4f}, "
          f"factor {lam:.3f}, splitting {lam*delta_ev:.4f} eV")
print(f"cut orbital with Dirac atom: {lam_cut*delta_dirac*HARTREE_EV:.4f} eV")
for name, (energy, lam, core) in cell_results.items():
    print(f"cell orbital, {name}: energy {energy:.3f} eV")
    print(f"  factor from <V_so> {lam:.3f}, from core charge {core:.3f}")
    print(f"  splitting {lam*delta_ev:.4f} eV")
print("no test failed")
```

Running it gives:

```
L.S eigenvalues (hbar^2): [-1.  -1.   0.5  0.5  0.5  0.5]
hydrogen 2p splitting, first order: 45.283 micro-eV
hydrogen 2p splitting, exact Dirac: 45.284 micro-eV
Ge atom: non-relativistic spherical LDA (Slater + VWN)
nuclear charge number Z: 32
SCF cycles: 47
4p eigenvalue: -4.079 eV
<V_so> in SI: 1.8117e+48 J^-1 s^-2
hbar^2 <V_so>: 0.1258 eV
shift of j=3/2: +0.0629 eV
shift of j=1/2: -0.1258 eV
atomic splitting, first order: 0.1886 eV
atomic splitting, first order: 3.0222e-20 J
atomic splitting, Dirac: 0.2013 eV
Dirac / first order, true c: 1.0671
Dirac / first order, 4 times c: 1.0040
core radius used for shares: 0.50 bohr
share of <V_so> inside core radius: 0.9936
share of 4p charge inside core radius: 0.0125
Gamma model, V_sigma and V_pi: 3.0, -1.0 eV
Gamma model, bonding splitting: 0.1886 eV
given split-off gap: 0.29 eV
factor needed, first-order atom: 1.537
factor needed, Dirac atom: 1.441
amplitude factor needed, first-order atom: 1.240
rough lattice constant: 5.7 angstrom
atomic-volume sphere radius: 1.768 angstrom
cut orbital, a = 5.6 angstrom: charge inside 0.6892, factor 1.451, splitting 0.2737 eV
cut orbital, a = 5.7 angstrom: charge inside 0.7038, factor 1.421, splitting 0.2680 eV
cut orbital, a = 5.8 angstrom: charge inside 0.7179, factor 1.393, splitting 0.2627 eV
cut orbital with Dirac atom: 0.2860 eV
cell orbital, zero slope: energy -8.575 eV
  factor from <V_so> 0.891, from core charge 0.893
  splitting 0.1681 eV
cell orbital, node: energy 2.948 eV
  factor from <V_so> 2.632, from core charge 2.624
  splitting 0.4965 eV
no test failed
```
